Far Tail of an Isolated Skyrmion: K1 Decay and Antisymmetric Exchange

A numerical calculation of a skyrmion profile has to stop at some finite radius, and two choices must be made there: how far out to place the outer edge of the grid, and what condition to impose on the magnetization at that edge. Both depend on how the polar angle θ(r) returns to the uniform background. In the model treated here the answer is θ ≈ C K1(r/ℓ), where K1 is the modified Bessel function of the second kind and order one. The length ℓ is set by exchange, anisotropy and applied field. The antisymmetric exchange, which stabilizes the skyrmion, does not enter ℓ. It does help to set the amplitude C, so a stronger antisymmetric exchange makes the tail larger without making it decay more slowly.

Take a film of thickness t, magnetized along +z far from the skyrmion and uniform through its thickness. The unit magnetization m depends on the polar coordinates r and φ in the film plane. For an axisymmetric Néel skyrmion

m = sinθ(r) r̂ + cosθ(r) ẑ,  θ(0) = π,  θ(∞) = 0.

The exchange energy density is A|∇m|². The radial derivative of m is θ'(cosθ r̂ − sinθ ẑ), whose square is θ'². The azimuthal derivative is (sinθ/r) φ̂, because r̂ turns as φ advances. Hence

A|∇m|² = A(θ'² + sin²θ/r²).

For the interfacial antisymmetric exchange, or Dzyaloshinskii–Moriya interaction (DMI), I use the sign convention D[m_z ∇·m − (m·∇)m_z]. Here ∇·m = (1/r)(r sinθ)' = θ' cosθ + sinθ/r, and (m·∇)m_z = −θ' sin²θ. The two terms in θ' combine through cos²θ + sin²θ = 1:

w_DMI = D(θ' + sinθ cosθ/r).

With D > 0 this favours an angle that falls from π to 0. A Bloch skyrmion, m = sinθ φ̂ + cosθ ẑ, with the bulk form D m·(∇×m), gives the same density: its curl has the φ component θ' sinθ and the z component θ' cosθ + sinθ/r, and the product with m reproduces the line above. The radial equation below therefore serves both types, provided that the Bloch texture is uniform along z.

The perpendicular anisotropy contributes Ku sin²θ. In a very thin film the stray-field energy is, to leading order, the local term (μ0Ms²/2)cos²θ, which equals a constant minus (μ0Ms²/2)sin²θ. The two combine into K sin²θ with K = Ku − μ0Ms²/2. A field B along the background adds MsB(1 − cosθ). The total energy is 2πt∫L dr, with

L = A(rθ'² + sin²θ/r) + D(rθ' + sinθ cosθ) + Kr sin²θ + MsB r(1 − cosθ).

The profile makes this integral stationary. The two derivatives needed are

∂L/∂θ = 2A sinθ cosθ/r + D cos2θ + 2Kr sinθ cosθ + MsB r sinθ,

d/dr(∂L/∂θ') = 2A(rθ'' + θ') + D.

Set them equal. The DMI terms leave D(1 − cos2θ) = 2D sin²θ on the side of the second line. Division by 2r gives

A(θ'' + θ'/r − sinθ cosθ/r²) + D sin²θ/r − K sinθ cosθ − (MsB/2) sinθ = 0.  (1)

Far from the core θ is small. To first order sinθ cosθ → θ and sinθ → θ, while sin²θ → θ², which has no linear part. Define

κ = K + MsB/2,  ℓ = √(A/κ),  κ > 0.

Equation (1) becomes

θ'' + θ'/r − (1/r² + 1/ℓ²)θ = 0.  (2)

The antisymmetric exchange has dropped out. The size of what was dropped follows from comparing Dθ²/r with the restoring term κθ. Since κ = A/ℓ², their ratio is

(Dθ²/r)/(κθ) = d θ/x,  d = Dℓ/A,  x = r/ℓ.

It vanishes far out because θ falls and x grows.

The energy shows why this happens. With sinθ cosθ = θ − 2θ³/3 + …, the DMI part of L is

D(rθ' + sinθ cosθ) = D(rθ)' − (2D/3)θ³ + ….

The first term is a total derivative. For uniform D it integrates to a boundary value and exerts no torque in the interior. There is no quadratic term, and a linear torque can come only from a quadratic energy. The cubic term produces the quadratic torque already found.

Axial symmetry is not essential to this argument. For a general small tilt, m ≈ (u, v, 1 − (u² + v²)/2) with u and v depending on x and y, the interfacial density is D(∂u/∂x + ∂v/∂y) plus cubic terms, again a divergence through second order. The direction of the background does matter. If the background lies in the plane, m ≈ (1, v, w), the same density contains the quadratic part D(w ∂v/∂y − v ∂w/∂y), which is not a divergence and gives a linear torque. Variation through the thickness also spoils the cancellation for bulk DMI: with u(z) and v(z), m·(∇×m) = v u' − u v', and its variation with respect to u is −2v'. The cancellation therefore needs a background normal to the film and, for bulk DMI, a texture uniform along z.

In a continuum description, a film with free surfaces does not supply that uniformity for bulk DMI, however thin it is. Let the tilt direction turn slowly through the thickness, u = f cos qz and v = f sin qz. Exchange then costs Aq²f² and the DMI term gives −Dqf². The sum is lowest at q = D/(2A), where it equals −D²f²/(4A). Thus κ is replaced by κ − D²/(4A), and D does enter the decay length. A film of N atomic layers has only N − 1 bonds across its thickness, so there the reduction of κ is smaller by a factor of about (N − 1)/N, and it vanishes only for a single layer. The results below are therefore for interfacial DMI, whose energy contains no derivative along z.

In terms of x, equation (2) reads x²y'' + xy' − (x² + 1)y = 0. A decaying solution is

K1(x) = ∫₀^∞ e^(−x cosh s) cosh s ds.

To verify this, write c = cosh s and q = sinh s. Each x-derivative brings down a factor −c, so the left side of the equation is the integral of

e^(−xc)[x²c³ − xc² − x²c − c] = e^(−xc)[x²cq² − xc² − c],

where c² − 1 = q² was used. This integrand is a total derivative:

d/ds[−q(1 + xc)e^(−xc)] = e^(−xc)[−c − x(c² + q²) + xq² + x²cq²].

The terms in xq² cancel and the two expressions agree. The bracket being differentiated vanishes at s = 0, where q = 0, and at infinity, where the exponential wins. The integral therefore solves the equation.

To see the behaviour at large x, put y = g(x)/√x. The first derivative disappears and

g'' = [1 + 3/(4x²)]g.

One solution grows as e^x and the other decays as e^(−x). The growing one, called I1, is excluded because an isolated skyrmion has θ → 0. For the decaying one try g = e^(−x)(1 + a/x + …). Terms of order 1/x² give 2a = 3/4, so a = 3/8. The prefactor comes from the integral: at large x small s dominates, cosh s ≈ 1 + s²/2, and the Gaussian integral is √(π/2x). Thus

K1(x) ≈ √(π/2x) e^(−x)[1 + 3/(8x)].

This settles the outer boundary condition. The logarithm of the leading form is −x − ½ ln x plus a constant, and its derivative gives

θ'/θ ≈ −1/ℓ − 1/(2r),

with a relative error of order 1/x². Imposing this slope at the last grid point disturbs the solution less than forcing θ to zero there, provided that the point already lies in the linear tail.

The condition κ > 0 is essential. If κ = 0, equation (2) has the solutions r and 1/r, and a tail θ ∝ 1/r makes Aθ/r² and Dθ²/r both fall as 1/r³. The antisymmetric exchange can then no longer be discarded. If κ < 0, the tilt energy κθ² is negative and the uniform background is itself unstable.

The linear equation cannot supply C, because C carries information from the core. An identity recovers it. Let k = K/κ and b = MsB/(2κ), so that k + b = 1. Equation (1), with primes now meaning d/dx, can be rearranged without approximation as

θ'' + θ'/x − (1 + 1/x²)θ = −N,

N = d sin²θ/x + (1/x² + k)(θ − sinθ cosθ) + b(θ − sinθ).

Multiply by xI1, multiply the linear equation for I1 by xθ, and subtract. The terms without derivatives cancel, leaving

d/dx[x(θ'I1 − θI1')] = −x I1 N.

Normalize I1 so that I1 ≈ x/2 near the origin. The bracket then vanishes at x = 0, since it tends to −πx/2 plus smaller terms. At large x insert θ = C K1. The combination x(K1I1' − K1'I1) is constant, by the same subtraction applied to two solutions of the linear equation. Its value follows at small x, where K1 ≈ 1/x: it is x[1/(2x) + 1/(2x)] = 1. The bracket therefore tends to −C, and

C = ∫₀^∞ x I1(x) N(x) dx.  (3)

The antisymmetric exchange enters here twice, explicitly through the first term of N and implicitly through the core profile.

It also gives the leading correction to the tail. Write θ = C K1 + C²φ. At second order the DMI term is the one nonlinearity that survives, since the others are odd in θ and begin at third order:

φ'' + φ'/x − (1 + 1/x²)φ = −d K1²/x.

The solution that decays faster than K1 is

φ(x) = −d ∫ₓ^∞ K1(s)²[K1(x)I1(s) − I1(x)K1(s)] ds.

The square bracket vanishes at s = x, so the moving limit contributes nothing to φ'. In φ'' it contributes d K1(x)²[K1'I1 − I1'K1] = −d K1²/x, which is the required source. For s > x the bracket is positive, because I1 rises and K1 falls. With d > 0 the true tail therefore lies slightly below its own K1 asymptote.

For numbers, take A = 15 pJ/m, D = 3.0 mJ/m², Ms = 580 kA/m, Ku = 0.800 MJ/m³, t = 0.6 nm and B = 100 mT. The local stray-field term is μ0Ms²/2 = 0.2114 MJ/m³, so

K = 0.8000 − 0.2114 = 0.5886 MJ/m³,

κ = 0.5886 + 0.0290 = 0.6176 MJ/m³,

ℓ = √(15×10⁻¹² / 0.6176×10⁶) m = 4.93 nm,

and d = Dℓ/A = 0.986. The antisymmetric exchange is thus not weak in this example; it leaves the linear tail although d is close to one.

I solved equation (1) by central differences with a spacing of 0.0125 nm and Newton iteration, setting θ = π at the centre and θ = 0 at 100 nm. No Bessel function enters that calculation. The angle passes 90° at r = 5.55 nm. Dividing θ by K1 at 60 nm gives C = 4.747 rad. Equation (3), integrated over the same profile, also gives 4.747 rad, of which 1.227 rad comes from the explicit DMI term and 3.520 rad from the rest. The angles, and the excess of C K1 over the full solution, are:

r = 10 nm: full 33.97°, C K1 36.61°, excess 7.8 %
r = 15 nm: full 10.22°, C K1 10.36°, excess 1.4 %
r = 20 nm: full 3.166°, C K1 3.176°, excess 0.33 %
r = 25 nm: full 1.013°, C K1 1.014°, excess 0.09 %
r = 30 nm: full 0.3321°, C K1 0.3322°, excess 0.02 %

In this example the linear law is good to about 1.5 per cent at three decay lengths and improves outward. At 30 nm the full solution lies below C K1 by a fraction 2.41×10⁻⁴ on this grid and 2.39×10⁻⁴ once the grid error is removed. The second-order formula C φ/K1 predicts 2.37×10⁻⁴, and the cubic terms supply the remaining 0.02×10⁻⁴. In this model the small departure there is almost wholly the work of the antisymmetric exchange. For these parameters the tilt falls to 1° at about 25 nm, or five decay lengths; a larger amplitude C moves this radius outward. A grid that ends there is enough with the slope condition, which leaves errors below 0.3 % at 23 nm and inward. With θ = 0 imposed at 25 nm the profile is 45 % too low at 23 nm, 14 % at 20 nm and 1.8 % at 10 nm, so that condition needs several more decay lengths.

The role of D shows when it is varied with all other parameters fixed. For each profile a decay length was found by asking which ℓ makes K1 reproduce the ratio θ(35 nm)/θ(60 nm):

D = 2.6 mJ/m²: 90° radius 3.74 nm, length 4.928 nm, C = 2.45 rad
D = 3.0 mJ/m²: 90° radius 5.55 nm, length 4.928 nm, C = 4.75 rad
D = 3.4 mJ/m²: 90° radius 8.05 nm, length 4.928 nm, C = 10.18 rad

The amplitude grows fourfold while the length stays put. At a fixed distance from the centre the tilt therefore does depend strongly on D. The field changes both quantities: raising B to 500 mT at D = 3.0 mJ/m² lowers C to 2.02 rad and shortens the fitted length to 4.522 nm, the latter in agreement with √(A/κ). The order of the Bessel function can also be seen. Fitting K0 to the same ratio at 100 mT gives 4.903 nm, about 0.5 % too short. These fits test equation (1) with its local stray field; over this range of radii the nonlocal field discussed below changes the fitted length by far more. The order is one because the in-plane part of m turns once around the core, and this turning costs the exchange energy A sin²θ/r².

These parameters are rough, round values in the regime of a sub-nanometre ferromagnetic film on a heavy metal, the kind of layer considered for skyrmion racetrack memory. A D of 3 mJ/m² lies towards the strong end for such interfaces. Real films are not uniform, and since ℓ varies as κ^(−1/2), a 10 % local change in K, or 0.059 MJ/m³, shifts ℓ by about 5 %. That far exceeds the nonlinear corrections in the outer tail. A varying D also matters, because D ∂u/∂x is then no longer a divergence and acts as a source −u ∂D/∂x. A straight step ΔD produces a tilt u₀e^(−|x|/ℓ), whose energy 2√(Aκ)u₀² − ΔD u₀ is lowest at u₀ = ΔD/(4√(Aκ)). For a 10 % step this is 1.4°, more than the K1 tail at 25 nm. A free edge of the film, such as the side of a track, is tilted by about 30° for these parameters, and by more than 1° up to 17 nm from the edge. The decay length remains ℓ in both cases.

A second departure comes from the stray field, which was treated as local. A Néel skyrmion carries magnetic charge, with density per area σ = −Ms t ∇·(sinθ r̂). Its total is zero, but its second moment is not. Integrating by parts,

∫σ r² d²r = 2Ms t ∫ r sinθ d²r = 4Ms t P,  P = π∫ r² sinθ dr.

Far away in the film plane, the second-order term of 1/|r − r'| averages over angle to r'²/(4r³). The magnetic potential is therefore (1/4π)(4Ms t P)/(4r³) = Ms t P/(4πr³), and the radial field is H = 3Ms t P/(4πr⁴). Balancing the tilt energy κθ² against −μ0MsHθ, and neglecting exchange, which is allowed many decay lengths from the centre, gives an added tilt

δθ = μ0MsH/(2κ) = 3μ0Ms² t P/(8πκr⁴).

For a tilt falling as r⁻⁴ the exchange terms in (2) add up to (20 − 4 − 1)θ/r² = 15θ/r². Compared with θ/ℓ² this is 15ℓ²/r², about 10 % at 60 nm but 40 % at 30 nm. A power law must eventually overtake an exponential. Here P = 2557 nm³, and δθ equals the K1 tail near 60 nm, at a tilt below 10⁻³ degrees. At 30 nm the formula gives only an order of magnitude, 0.01°, or a few per cent of the K1 tail. These are estimates, since the formula keeps the leading far-field term and the core profile was computed without the nonlocal field. For a Néel skyrmion K1 is thus an intermediate law, valid outside the core but inside this crossover. A Bloch skyrmion uniform along z has ∇·(sinθ φ̂) = 0, so this source is absent. The reversed core also produces a field along +z. Treated as a point dipole, it gives 0.35 mT at 30 nm, which is negligible beside the applied 100 mT. Inside the core the nonlocal field along z is not small: it is about −100 mT at the centre. With both thickness-averaged nonlocal fields added to equation (1), the 90° radius moves from 5.55 to about 5.64 nm. The ratio θ/K1 is then about 4.85 rad at 20 nm, 5.0 at 30 nm, 6.9 at 50 nm and 12 at 60 nm. The length fitted between 20 and 30 nm rises from 4.94 to 5.01 nm, and that fitted between 35 and 60 nm rises to 5.9 nm.

Temperature limits what a single snapshot could show. A wave of small tilt with wavenumber q costs an energy per area t(Aq² + κ) times its mean-square tilt, so equipartition gives each tilt component the variance

∫ [d²q/(2π)²] kT/[2t(Aq² + κ)] = kT ln2/(8πAt),

where kT is the thermal energy and the integral is cut at q = 1/ℓ. At 300 K these long waves alone give each component a root-mean-square value of 6.5°. Shorter waves add more, but equipartition holds only while the energy quantum of a wave, ε = 4μB(Aq² + κ)/Ms for a g-factor of 2 and with μB the Bohr magneton, is small compared with kT. At 300 K the two are equal at q ≈ 2.1 nm⁻¹, a wavelength of 3 nm, and much shorter waves are frozen out. Replacing kT in the integral by the mean thermal energy ε/(e^(ε/kT) − 1) and extending it to all q changes ln2 into −ln(1 − e^(−ε₀/kT)), where ε₀ = 4μBκ/Ms, and raises the thermal value to about 17°. The K1 tail falls below this larger value near 13 nm and below the smaller one at 17 nm. Farther out it describes an average tilt, which in the harmonic approximation obeys the same linear equation, and not an instantaneous configuration. With thermal tilts this large the harmonic approximation is itself rough, and the values of A, K and Ms that set ℓ should be those at the working temperature.

The atomic lattice matters much less. Along one lattice direction, replacing the second derivative by a second difference of spacing a turns the decay condition into 4 sinh²(a/2λ)/a² = 1/ℓ² for the decay length λ. With a = 0.25 nm, λ exceeds ℓ by about 0.01 %. Beyond about 20 nm in this film, the useful accuracy of the K1 law is therefore set by nonuniformity, nonlocal stray fields and thermal motion, and not by the term Dθ²/r that was dropped. The antisymmetric exchange returns at first order wherever D varies or the film ends.
